# How SVD truncation of electron–phonon coupling affects λ and scattering rates, part 3

The electron–phonon coupling in real Wannier functions $|i\mathbf R\rangle$, in newtons,

$$G^{F}(\mathbf R_e,\mathbf R_p)=\Big\langle i\mathbf 0\Big|\frac{\partial V}{\partial u_\alpha(\mathbf R_p)}\Big|j\mathbf R_e\Big\rangle ,\qquad F=(i,j,\alpha),$$

is compressed by an SVD of each channel $F$, keeping $N_c$ singular values $s_\gamma$ (vectors $u_\gamma$, $v_\gamma$). $\mathbf R_e,\mathbf R_p$ each run over $N_R=N^2$ vectors. Storage is $N_c(2N_R+1)$ instead of $N_R^2$. Fourier sums give $u_\gamma(\mathbf k)$ and $d^F(\mathbf k,\mathbf q)$; eigenvectors $U$ give band elements $d_{mn}$. Subscript $N$ means truncated, $\delta$ the remainder, $\varepsilon=\|\delta G\|/\|G\|$; relative errors are $(X-X_N)/X$.

Zone means and pointwise bound: $\langle\sum_F|\delta d^F|^2\rangle_{\mathbf k\mathbf q}=\sum_F\sum_{\gamma>N_c}s_\gamma^2$, $|\delta d^F|\le N_R\,s^F_{N_c+1}$,

$$\Big\langle\sum_F\big(|d^F|^2-|d^F_N|^2\big)\Big\rangle_{\mathbf q}=\sum_F\sum_{\gamma>N_c}s_\gamma^2\,|u_\gamma(\mathbf k)|^2\ \ge0 .$$

Resolving the initial band adds a kept–discarded cross term.

On Fermi contours (angle $\theta$, weight $\rho$, $N_F=\oint\rho\,d\theta$), with force constants $\Phi$ (Einstein: $K_E\mathbf 1$),

$$\lambda[x,y]=\frac1{N_F}\oint\!\!\oint d\theta\,d\theta'\rho\rho'\;\mathbf x^\dagger\Phi^{-1}(\mathbf k'-\mathbf k)\,\mathbf y,\qquad\lambda[x]=\lambda[x,x],\qquad\lambda=\lambda[d].$$

$$\lambda-\lambda_N=2\operatorname{Re}\lambda[d_N,\delta d]+\lambda[\delta d]$$

(cross plus tail). With $\eta=\lambda[\delta d]/\lambda$, $|\lambda-\lambda_N|/\lambda\le2\sqrt\eta+\eta$; the cosine is $c=\operatorname{Re}\lambda[d_N,\delta d]/\sqrt{\lambda_N\lambda[\delta d]}$. For Einstein phonons

$$\lambda[\delta d]\le\frac{N_F\,N_R^2}{K_E}\sum_F\big(s^F_{N_c+1}\big)^2 .$$

The quasi-elastic rate $\Gamma$ drops $\hbar\omega$ in the energy deltas (acoustic correction of order $(c_s/v_F)^2$, sound over Fermi velocity); $\langle\Gamma\rangle\to2\pi\lambda k_BT/\hbar$ at high $T$.

The acoustic sum rule is

$$\mathbf d_{mn}(\mathbf k,0)=(E_{m\mathbf k}-E_{n\mathbf k})\,\langle m\mathbf k|\nabla|n\mathbf k\rangle .$$

Channels with $S^F=G^F\mathbf 1=0$ keep it zero, but plain truncation leaves an imaginary $\mathbf d_0(\mathbf k)=\mathbf d_{N,nn}(\mathbf k,0)$. With $M_\theta$ nodes per sheet, step $h=2\pi/M_\theta$,

$$\lambda_N(M_\theta)=a_\lambda M_\theta+b+\text{exponentially small},\qquad a_\lambda=\frac{\pi}{2N_F}\oint d\theta\,\rho^2\;\mathbf d_0^\dagger\,\Phi_2^{-1}(\mathbf t)\,\mathbf d_0 ,$$

where $\mathbf t=d\mathbf k/d\theta$ and $\Phi_2$ is the quadratic part of $\Phi$.

Constrained SVD keeps the $\mathbf R_p$ moments $\{\mathbf 1\}$ (c0) or $\{\mathbf 1,x_p,y_p\}$ (c1) exactly, using 1 or 3 of the $N_c$ terms; $\delta d=O(q)$ or $O(q^2)$. At low $T$, $\Gamma\propto T^2$; relative errors scale as $1/(Th)$ (plain, if $h\ll k_BT/\hbar c_\nu$, with $\omega_\nu\approx c_\nu|x|$ at angular offset $x$), constant (c0) and $T^2$ (c1).

## Worked example

The model is a triangular lattice, $a=4.0\times10^{-10}$ m and $A=1.3856\times10^{-19}$ m², of rigid wells $v(r)=-V_0e^{-r^2/2\sigma^2}$ with $V_0=1.0\times10^{-17}$ J and $\sigma=1.0\times10^{-10}$ m, for an electron of free mass. These are round parameters and describe no material. The bands are found in plane waves. The $p$ doublet is separated by $2.6\times10^{-18}$ J from the band below and $1.2\times10^{-18}$ J from the band above on the $11\times11$ grid. It is Wannierized by projection on Gaussian $p$ orbitals with Löwdin orthogonalization, and $G$ is integrated in real space: 8 channels, $N_R=121$, $\|G\|=5.39\times10^{-9}$ N. The nearest hopping is $3.76\times10^{-20}$ J.

The phonons come from central springs on the three bond vectors $\mathbf b$, with energy $\tfrac K2[\hat{\mathbf b}\cdot(\mathbf u_{\mathbf R+\mathbf b}-\mathbf u_{\mathbf R})]^2$. A plane wave gives $|e^{i\mathbf q\cdot\mathbf b}-1|^2=4\sin^2(\mathbf q\cdot\mathbf b/2)$, so $\Phi=K\sum_{\mathbf b}4\sin^2(\mathbf q\cdot\mathbf b/2)\,\hat{\mathbf b}\hat{\mathbf b}^T$ and $\Phi_2(\mathbf t)=K\sum_{\mathbf b}(\mathbf t\cdot\mathbf b)^2\hat{\mathbf b}\hat{\mathbf b}^T$. The zone mean of $4\sin^2$ is 2 and $\sum\hat{\mathbf b}\hat{\mathbf b}^T=\tfrac32\mathbf 1$, so the mean of $\Phi$ is $3K\,\mathbf 1$. With $K=30$ N/m the Einstein comparison uses $K_E=90$ N/m, and $M=1.0\times10^{-25}$ kg. $E_F$ is midway between the band top at $\Gamma$ and the upper band at M, $\tfrac12(-4.06580-4.11777)\times10^{-18}=-4.09179\times10^{-18}$ J. Two hole pockets surround $\Gamma$, with mean radii $1.82\times10^9$ and $4.16\times10^9$ m⁻¹, and $N_F=9.86\times10^{18}$ J⁻¹ (a smeared grid gives $9.87\times10^{18}$ J⁻¹, tested to 1%).

At four random off-grid pairs the moduli of the interpolated $d_{mn}$ differ from direct plane-wave elements by at most $1.9\times10^{-5}\|G\|$. The commutator formula for $\mathbf d_{mn}(\mathbf k,0)$ is tested in modulus and holds to $3.0\times10^{-6}\|G\|$, against a largest sampled interband value of $2.54\times10^{-2}\times5.39\times10^{-9}=1.37\times10^{-10}$ N.

### Spectrum and zone averages

In channel $(x,x,x)$ the singular values fall from $2.38\times10^{-9}$ N ($\gamma=1$) to $1.50\times10^{-11}$ N ($\gamma=8$) and $6.60\times10^{-13}$ N ($\gamma=32$). At $N_c=8$ the tail sum is $1.601\times10^{-20}$ N², so $\varepsilon^2=1.601\times10^{-20}/(5.388\times10^{-9})^2=5.51\times10^{-4}$ and $\varepsilon=2.35\times10^{-2}$. The storage fraction is $8\times243/121^2=0.133$ and on a mesh where each $\mathbf q$ is shared by many $\mathbf k$ (not on the contours used below) the pair cost would fall by $121/8\approx15$. On a shifted $12\times12$ grid the program tests the zone-mean identity, the fixed-$\mathbf k$ identity and the pointwise bound, and it tests that one randomized rank-8 competitor has a larger error. The largest band-summed loss over $\mathbf k$ is $2.15\times10^{-20}$ N². The largest band-resolved cross term for the lower band is $3.14\times10^{-20}$ N², larger than the whole second-order loss.

### Einstein $\lambda$

The full value is $\lambda_E=0.1010$ at $M_\theta=48$. All columns after $\varepsilon$ are relative to $\lambda_E$, and the last is the singular-value bound on the tail column.

| $N_c$ | $\varepsilon$ | error | cross | tail $\eta$ | bound on $\eta$ |
|---|---|---|---|---|---|
| 4 | 7.4e-2 | +3.0e-2 | −3.8e-3 | 3.3e-2 | 1.3e3 |
| 6 | 3.2e-2 | −3.1e-3 | −1.0e-2 | 7.3e-3 | 1.2e2 |
| 8 | 2.35e-2 | −1.75e-2 | −2.2e-2 | 4.4e-3 | 72 |
| 12 | 1.1e-2 | +9.4e-3 | +8.2e-3 | 1.2e-3 | 22 |
| 16 | 3.8e-3 | +2.9e-4 | +1.3e-4 | 1.6e-4 | 1.4 |
| 24 | 1.6e-3 | +4.5e-4 | +4.1e-4 | 3.9e-5 | 0.29 |
| 32 | 5.2e-4 | +1.6e-4 | +1.5e-4 | 2.6e-6 | 1.5e-2 |
| 40 | 3.1e-4 | +1.6e-6 | +4.6e-7 | 1.1e-6 | 5.8e-3 |

At $N_c=8$ the decomposition reads $-2.18\times10^{-2}+0.436\times10^{-2}\approx-1.75\times10^{-2}$. This is an overestimate, $1.75\times10^{-2}/5.51\times10^{-4}\approx32$ times $\varepsilon^2$ in size. The inequality allows $2\sqrt{4.36\times10^{-3}}+4.36\times10^{-3}=0.136$, and the cosine is $-2.18\times10^{-2}/(2\sqrt{1.0175\times4.36\times10^{-3}})=-0.16$. Over the even ranks from 16 to 40 the median of $|{\rm cross}|/{\rm tail}$ is 10.7 and the median of $|{\rm error}|/\varepsilon^2$ is about 180; both are tested to exceed 3. Five of the 19 even ranks from 4 to 40 overestimate. The data do not follow a clean power of $\varepsilon$. The cosine is $4.13\times10^{-4}/(2\sqrt{3.87\times10^{-5}})=0.033$ at $N_c=24$ and $4.62\times10^{-7}/(2\sqrt{1.12\times10^{-6}})=2\times10^{-4}$ at $N_c=40$, the cross term is smaller than the tail at $N_c=4$, 16 and 40, and the error rises from $N_c=16$ to 24 while $\varepsilon$ falls by more than half. First order describes the envelope only roughly: the largest $|{\rm error}|/\varepsilon$ in blocks of eight consecutive ranks is 0.8 to 1.0 from $N_c=4$ to 35 and about 0.2 from 36 to 51, and the value at a given rank depends on the cosine. The small entries depend on the box: with $N=13$ the errors at $N_c=16$, 24 and 40 shift by about $6\times10^{-6}$, so the $N_c=40$ entry changes from $+1.6\times10^{-6}$ to $-4.1\times10^{-6}$, and that row and its cosine belong to the $11\times11$ box only. The singular-value bound exceeds the tail by three to five orders of magnitude and is below unity only from $N_c=24$ in the table.

The tail term itself exceeds $\varepsilon^2$: $\eta/\varepsilon^2=4.36\times10^{-3}/5.51\times10^{-4}=7.9$ at $N_c=8$. The Fermi-surface mean of $\sum_\alpha|d_{mn}|^2$ is $\lambda_EK_E/N_F=0.10098\times90/9.857\times10^{18}=9.22\times10^{-19}$ N², while the zone mean per band pair is $\|G\|^2/4=7.26\times10^{-18}$ N², 7.9 times larger. For the discarded part the two means are $4.36\times10^{-3}\times9.22\times10^{-19}=4.0\times10^{-21}$ N² and $1.601\times10^{-20}/4=4.0\times10^{-21}$ N². At this rank the whole factor comes from the denominator: the coupling on these pockets is weak relative to the zone mean on which $\varepsilon$ is normalized. The cause of the weakness is not analysed here. The connecting vectors are not short: the outer pocket has diameter about $8.3\times10^9$ m⁻¹, against $2\pi/\sqrt3a=9.07\times10^9$ m⁻¹ for the distance from $\Gamma$ to M.

### Acoustic $\lambda$

At $N_c=8$ the largest $|\mathbf d_{nn}(\mathbf k,0)|$ component on the contours is $1.3\times10^{-23}$ N for the full $G$ and $2.70\times10^{-11}$ N for plain SVD, which is 0.5% of $\|G\|$ and a fifth of the largest sampled interband value. The program tests that the diagonal channels keep $S=0$ and that the real part of $\mathbf d_0$ is below $10^{-6}$ of its imaginary part. Between $M_\theta=96$ and 192 the full $\lambda=0.2023$, the c0 value $0.2072$ and the c1 value $0.1987$ do not change in the seven printed digits. The plain value moves from $0.2071785$ to $0.2081988$, a slope of $0.0010203/96=1.063\times10^{-5}$ per node, and the formula for $a_\lambda$ gives $1.063\times10^{-5}$ (tested to 3%). The intercept is $b=0.20718-0.00102=0.20616$. The divergent part at $M_\theta=192$ is $0.0020$, 1% of the full $\lambda$ and less than the finite error $b-\lambda=0.0039$, so a single mesh of this size does not reveal it. The measured small-$q$ exponents of $|\delta d|$ are 0.000, 1.000 and 2.000 for plain, c0 and c1.

At equal total rank c1 is not uniformly better than c0 for $\lambda$. The relative errors are $-0.27$ (c0) and $-0.51$ (c1) at $N_c=4$, where c1 has a single free term, $-2.4\times10^{-2}$ and $+1.8\times10^{-2}$ at 8, $+2.6\times10^{-3}$ and $+1.1\times10^{-2}$ at 16, and $+3.5\times10^{-4}$ and $+1.2\times10^{-4}$ at 40. These errors depend somewhat on the box: with $N=13$ the values at $N_c=8$ move from $-2.43\times10^{-2}$ to $-2.38\times10^{-2}$ (c0) and from $+1.78\times10^{-2}$ to $+1.90\times10^{-2}$ (c1). The constraint acts at small $q$, while $\lambda$ samples all connecting vectors.

### Rates

The rates use $N_c=8$, 48 initial and 768 final nodes per sheet and explicit modes. At $10^5$ K, $\hbar\langle\Gamma\rangle/2\pi k_BT=0.2023$, which tests the mode sum against the $\Phi^{-1}$ form. The table gives the relative error of $\langle\Gamma\rangle$ and, in parentheses, the largest modulus of the relative error of a single state.

| $T$ (K) | $\langle\Gamma\rangle$ (s⁻¹) | plain | c0 | c1 |
|---|---|---|---|---|
| 300 | 4.77e13 | −0.062 (0.16) | −0.025 (0.10) | +0.018 (0.11) |
| 6 | 6.58e10 | −0.61 (4.3) | −0.057 (0.32) | +1.9e-3 (1.1e-2) |
| 3 | 1.65e10 | −1.16 (8.6) | −0.057 (0.34) | +5.5e-4 (3.4e-3) |

In energy units $\hbar\langle\Gamma\rangle$ is 31.4 meV at 300 K and 0.0109 meV at 3 K. All rates are quasi-elastic. Keeping $\hbar\omega$ in the energy deltas raises the full $\langle\Gamma\rangle$ by about 0.9% at 300 K, and as $T\to0$ by $2.6\times10^{-3}$ in the mean and up to $1.4\times10^{-2}$ for single states, with $(c_s/v_F)^2$ between $8\times10^{-4}$ and $7\times10^{-3}$ for the longitudinal mode. The c1 errors at 6 and 3 K are smaller than this correction and measure the truncation only within the quasi-elastic model. At 300 K the mean errors of c0 and c1 are close to their $\lambda$ errors, as the high-temperature limit implies. The plain entry can be estimated from the same limit: $b+768\,a_\lambda=0.20616+0.00816=0.21432$, and $1-0.21432/0.20228=-0.060$, against $-0.062$ computed at 300 K. All plain entries belong to this mesh and grow with it. For the constrained schemes the worst single state errs four to six times more than the mean, so in this example a rank chosen on $\lambda$ does not give the same accuracy for state-resolved lifetimes.

The full rate falls by $6.577/1.649=3.99$ from 6 K to 3 K, matching $T^2$. The plain error grows by $1.160/0.613=1.89$, while the pole alone, $2\pi k_BT\cdot768\,a_\lambda/\hbar\langle\Gamma\rangle$, is $0.613$ at 6 K and $1.22$ at 3 K, a ratio of 1.99; the remainder, about $0.06$ at 3 K, is not analysed here. The condition $h\ll k_BT/\hbar c_\nu$ is only marginally met at 3 K: with the longitudinal sound velocity $a\sqrt{9K/8M}=7.3\times10^3$ m/s the thermal window on the outer pocket is about 1.6 mesh steps. The c0 error has temperature exponent $-0.01$ and saturates at $-5.7\%$ in the mean and about a third for the worst state, although $\varepsilon$ of the plain truncation at this rank is 2.35%. The c1 error has exponent 1.76 between these two temperatures. The test accepts 1.4 to 2.6, so it separates the result from a linear law without establishing the value 2; the derivation gives 2 only as the $T\to0$ limit, and the source of the finite-temperature shortfall is not identified here. Far below the temperature at which thermal phonons span the Fermi surface, as at 3 and 6 K here, where thermal wavevectors are short enough for the expansion in $\mathbf q\cdot\mathbf R_p$ to apply, the rate is governed by the deformation potential, and c1 is the lowest order that holds it fixed. Being merely below that temperature does not guarantee a small c1 error.

The program that produced these numbers and its output follow.

## Computed results

```
a=4.0e-10 m, sigma=1.0e-10 m, V0=1.0e-17 J, K=30 N/m, K_E=90 N/m, M=1.0e-25 kg
grid 11x11, N_R=121, channels=8, cell area=1.3856e-19 m^2
gaps below/above p bands: 2.606e-18 J, 1.219e-18 J
E(Gamma)=-4.06580e-18 J, E_upper(M)=-4.11777e-18 J, E_F=-4.09179e-18 J
nearest hopping H_xx(a1)=3.7595e-20 J
|G|_F=5.3884e-09 N; largest sampled interband |d(k,0)|/|G|=2.54e-02
interpolation error: bands 1.2e-24 J, d/|G| 1.9e-05, commutator/|G| 3.0e-06
N_F=9.8574e+18 1/J (smeared grid 9.8740e+18 1/J); mean k_F 1.824e+09, 4.155e+09 1/m
s_1,2,4,8,16,32 (xx,x) [N]: 2.38e-09 1.91e-09 8.97e-11 1.50e-11 6.63e-12 6.60e-13
s_1,2,4,8,16,32 (xy,x) [N]: 5.48e-10 4.28e-10 2.07e-10 1.58e-11 1.61e-12 1.75e-13
Nc=8: tail sum=1.6008e-20 N^2; max_k band-summed loss=2.147e-20 N^2
Nc=8: max_k |band-resolved cross term|=3.140e-20 N^2
lambda Einstein=0.10098; lambda acoustic (M=48)=0.20228
Nc store eps (lam-lamN)/lam cross/lam tail/lam normbound/lam [Einstein]; c0 c1 [acoustic]
4 0.066 7.43e-02 +2.96e-02 -3.75e-03 3.34e-02 1.3e+03; -2.70e-01 -5.07e-01
6 0.100 3.23e-02 -3.11e-03 -1.04e-02 7.32e-03 1.2e+02; +1.87e-02 -1.86e-01
8 0.133 2.35e-02 -1.75e-02 -2.18e-02 4.36e-03 7.2e+01; -2.43e-02 +1.78e-02
12 0.199 1.08e-02 +9.40e-03 +8.16e-03 1.24e-03 2.2e+01; +1.14e-02 -3.63e-03
16 0.266 3.80e-03 +2.92e-04 +1.32e-04 1.61e-04 1.4e+00; +2.56e-03 +1.11e-02
24 0.398 1.57e-03 +4.51e-04 +4.13e-04 3.87e-05 2.9e-01; +1.20e-03 +5.25e-04
32 0.531 5.17e-04 +1.55e-04 +1.53e-04 2.60e-06 1.5e-02; +8.98e-04 +1.30e-03
40 0.664 3.07e-04 +1.58e-06 +4.62e-07 1.12e-06 5.8e-03; +3.52e-04 +1.22e-04
Nc>=16 medians: |cross|/tail=10.7, |dlam/lam|/eps^2=184.3; overestimates 5 of 19
Nc=8: max|d_nn(k,0)| full 1.3e-23 N, plain SVD 2.702e-11 N
lambda acoustic full: M=96 0.2022790, M=192 0.2022790
lambda acoustic svd: M=96 0.2071785, M=192 0.2081988
lambda acoustic c0: M=96 0.2071949, M=192 0.2071949
lambda acoustic c1: M=96 0.1986726, M=192 0.1986726
divergence slope a: predicted 1.0628e-05, measured 1.0628e-05 per node
small-q exponent of |delta d|, svd: -0.000
small-q exponent of |delta d|, c0: 1.000
small-q exponent of |delta d|, c1: 2.000
hbar<Gamma>/(2 pi kB T) at 1e5 K: 0.20228; max omega sampled 4.240e+13 rad/s
T=300 K: <Gamma> full=4.7660e+13 1/s (hbar Gamma=31.37 meV)
  svd: mean rel. error -6.155e-02, worst state 1.601e-01
  c0: mean rel. error -2.532e-02, worst state 1.007e-01
  c1: mean rel. error +1.782e-02, worst state 1.130e-01
T=6 K: <Gamma> full=6.5766e+10 1/s (hbar Gamma=0.04329 meV)
  svd: mean rel. error -6.127e-01, worst state 4.345e+00
  c0: mean rel. error -5.684e-02, worst state 3.152e-01
  c1: mean rel. error +1.873e-03, worst state 1.148e-02
T=3 K: <Gamma> full=1.6488e+10 1/s (hbar Gamma=0.01085 meV)
  svd: mean rel. error -1.160e+00, worst state 8.641e+00
  c0: mean rel. error -5.710e-02, worst state 3.418e-01
  c1: mean rel. error +5.526e-04, worst state 3.403e-03
temperature exponent of rate error (6 K to 3 K): c0 -0.01, c1 1.76
```
